# Algebraic Stress Relaxation of a Solder Joint under Norton Creep

## 1. What scaling fixes

A solder joint is sheared quickly to a stress $\tau_0>0$ and then held at constant total shear strain and constant temperature. The solder creeps, elastic strain is exchanged for permanent strain, and the stress $\tau(t)$ falls. The solder has shear modulus $G$, and its creep strain $\gamma_c$ grows by Norton's law,

$$\frac{d\gamma_c}{dt}=B\tau^n ,\tag{1}$$

with constant $B>0$ and stress exponent $n>0$. The stress is taken as uniform in the joint. "Quickly" means that creep during loading is negligible, so that $\tau(0)=\tau_0$ and $\gamma_c(0)=0$.

Much of the answer follows from units. Strain enters this problem linearly: in the elastic law, in the creep rate and in the constraint. If every strain is multiplied by $\lambda$, while $G$ becomes $G/\lambda$ and $B$ becomes $\lambda B$, the stress history is unchanged. The stress can therefore depend on $G$ and $B$ through their product alone. This product has the units

$$[GB]=\text{stress}^{\,1-n}\,\text{time}^{-1}.\tag{2}$$

From $GB$, $\tau_0$ and $t$ one dimensionless time can be formed, so

$$\tau(t)=\tau_0\,F\!\left(\frac{t}{t_c}\right),\qquad t_c=\frac{1}{GB\tau_0^{\,n-1}}.\tag{3}$$

Suppose that the stress eventually forgets its starting value. A stress must then be built from $GB$ and $t$ alone. By (2), $GBt$ has the units $\text{stress}^{1-n}$, so for $n\neq1$ the one possibility is

$$\tau\propto (GBt)^{-1/(n-1)} .\tag{4}$$

For $n>1$ this is an algebraic decay. For $n=1$ the product $GB$ is a pure rate and contains no stress scale, so $\tau_0$ can never drop out. Scaling does not show that memory is lost when $n>1$, nor does it give the function $F$. Both follow from the equation of motion.

## 2. The relaxation equation

The total strain is the sum of the elastic strain $\tau/G$ and the creep strain. It keeps its initial value $\tau_0/G$:

$$\frac{\tau}{G}+\gamma_c=\frac{\tau_0}{G}.\tag{5}$$

The right side is constant, so differentiation gives $(1/G)\,d\tau/dt+d\gamma_c/dt=0$. Inserting (1) and multiplying by $G$,

$$\frac{d\tau}{dt}=-GB\tau^n .\tag{6}$$

The minus sign states that creep in the direction of the stress unloads the elastic strain. For a stress of either sign, $\tau^n$ is replaced by $|\tau|^{n-1}\tau$. For a bar under uniaxial stress with fixed axial strain, $\tau$, $G$ and shear strain become $\sigma$, Young's modulus $E$ and axial strain, with $B$ measured in the same loading.

## 3. Solution for each range of the exponent

Let $n\neq1$. The chain rule and (6) give

$$\frac{d}{dt}\tau^{1-n}=(1-n)\tau^{-n}\frac{d\tau}{dt}=(1-n)\tau^{-n}\left(-GB\tau^n\right)=(n-1)GB .\tag{7}$$

The powers of $\tau$ cancel and the right side is constant. Integrating from $0$ to $t$,

$$\tau^{1-n}=\tau_0^{1-n}+(n-1)GBt=\tau_0^{1-n}\left[1+(n-1)\frac{t}{t_c}\right],\tag{8}$$

where the last step uses $GB=\tau_0^{1-n}/t_c$ from (3). Raising both sides to the power $1/(1-n)=-1/(n-1)$,

$$\boxed{\;\tau(t)=\tau_0\left[1+(n-1)\frac{t}{t_c}\right]^{-1/(n-1)}\;}\tag{9}$$

**Exponent above one.** The bracket grows without limit, so the stress tends to zero but does not reach it at any finite time.

**Exponent equal to one.** Equation (6) is then $d\tau/dt=-GB\tau$, with solution $\tau=\tau_0e^{-t/t_c}$ and $t_c=1/(GB)$. To see how (9) joins on to this, put $\epsilon=n-1$ and $x=t/t_c$, and keep $t_c$ fixed. Expanding the logarithm for small $\epsilon x$,

$$\ln\frac{\tau}{\tau_0}=-\frac{\ln(1+\epsilon x)}{\epsilon}=-x+\frac{\epsilon x^2}{2}-\dots\tag{10}$$

The exponential is recovered at any fixed $x$ as $\epsilon\to0$. It is a good approximation to the stress itself while $\epsilon x^2\ll1$. However close $n>1$ lies to one, the slope of $\ln\tau$ against $\ln t$ still settles at the constant value $-1/\epsilon$ of an algebraic decay once $x\gg1/\epsilon$.

**Exponent below one.** Equation (8) becomes $\tau^{1-n}=\tau_0^{1-n}[1-(1-n)t/t_c]$. The stress reaches zero at the finite time

$$t_*=\frac{t_c}{1-n},\tag{11}$$

after which the creep rate is zero and the joint stays unloaded. The exponential therefore separates two different behaviours: extinction in finite time for $n<1$ and a long tail for $n>1$.

## 4. Why the decay slows down

An exponential has a constant fractional decay rate. Here, dividing (6) by $-\tau$ and using (9),

$$-\frac{d\ln\tau}{dt}=GB\tau^{n-1}=\frac{GB\tau_0^{n-1}}{1+(n-1)t/t_c}=\frac{1}{t_c+(n-1)t}.\tag{12}$$

For $n>1$ the rate falls as the stress falls. Halving the stress divides the creep rate by $2^n$, while the stress still to be removed is only halved. The joint thus removes the remaining stress ever more slowly. Multiplying (12) by $-t$ gives the slope on a log-log plot,

$$\frac{d\ln\tau}{d\ln t}=-\frac{t}{t_c+(n-1)t}\;\longrightarrow\;-\frac{1}{n-1}.\tag{13}$$

No exponential can bound the tail from above. For any $k>0$,

$$\ln\!\left(\tau e^{kt}\right)=\ln\tau_0+kt-\frac{1}{n-1}\ln\!\left[1+(n-1)\frac{t}{t_c}\right]\to\infty ,\tag{14}$$

because a linear function outgrows a logarithm.

The loss of memory assumed in Section 1 can now be shown. When $(n-1)t$ and $(n-1)^2t$ are both much larger than $t_c$, the 1 in (9) may be dropped. The second condition matters for $n$ near one, where the power $-1/(n-1)$ magnifies a small change of the bracket. Since $t/t_c=GB\tau_0^{n-1}t$, the factor $\tau_0^{n-1}$ leaves the bracket as $\tau_0^{-1}$ and cancels the prefactor:

$$\tau_{\rm tail}(t)=\left[(n-1)GBt\right]^{-1/(n-1)} .\tag{15}$$

Restoring the 1 makes the bracket larger, and its power is negative, so $\tau<\tau_{\rm tail}$ at all $t>0$. The tail is thus also an upper bound on the stress, whatever the initial load. Dividing (9) by (15) and expanding for late times,

$$\frac{\tau}{\tau_{\rm tail}}=\left[1+\frac{t_c}{(n-1)t}\right]^{-1/(n-1)}\simeq1-\frac{t_c}{(n-1)^2t}.\tag{16}$$

A more heavily loaded joint creeps faster at first and catches up with the others.

The time to reach a fraction $f$ of the initial stress follows by setting $\tau=f\tau_0$ in (8):

$$t_f=\frac{t_c}{n-1}\left(f^{\,1-n}-1\right).\tag{17}$$

The $j$th halving takes the stress from $2^{-(j-1)}\tau_0$ to $2^{-j}\tau_0$. Subtracting the two times,

$$\Delta t_j=\frac{t_c}{n-1}\left[2^{j(n-1)}-2^{(j-1)(n-1)}\right]=\frac{t_c}{n-1}\,2^{(j-1)(n-1)}\left(2^{n-1}-1\right).\tag{18}$$

Each halving lasts $2^{n-1}$ times as long as the one before it. For an exponential all halvings last equally long.

## 5. A joint between compliant parts

The chip and board also deform, so the displacement is fixed at the far ends of the assembly rather than across the solder. Let the joint have height $h$ and area $A$, and let the surrounding parts act as a spring of stiffness $k$ in series with it. Both carry the force $\tau A$, and the fixed end displacement is

$$U=h\left(\frac{\tau}{G}+\gamma_c\right)+\frac{\tau A}{k}.\tag{19}$$

Dividing by $h$ and collecting the terms in $\tau$,

$$\frac{\tau}{G_{\rm eff}}+\gamma_c=\frac Uh,\qquad G_{\rm eff}=\frac{G}{1+s},\qquad s=\frac{GA}{kh}.\tag{20}$$

This is (5) with a smaller modulus, so all the results above hold with $G\to G_{\rm eff}$. At the same $\tau_0$, the time $t_c$ is longer by the factor $1+s$, and by (15) the tail stress is higher by $(1+s)^{1/(n-1)}$. The joint strain is no longer constant: the surroundings spring back and shear the solder further as the stress falls.

## 6. Linear creep ends the algebraic regime

The tail (15) requires Norton's law to hold down to the stresses reached. Diffusional creep, if it has no threshold stress, has a rate proportional to stress and must then eventually exceed a term in $\tau^n$ with $n>1$. Adding a rate $C\tau$ to (1) gives

$$\frac{d\tau}{dt}=-G\left(B\tau^n+C\tau\right).\tag{21}$$

Put $u=\tau^{1-n}$. As in (7),

$$\frac{du}{dt}=(n-1)G\tau^{-n}\left(B\tau^n+C\tau\right)=(n-1)G(B+Cu).\tag{22}$$

The quantity $u+B/C$ therefore grows exponentially at the rate $(n-1)GC$. With $u_0=\tau_0^{1-n}$ and $a=(n-1)GCt$,

$$u=u_0e^{a}+\frac BC\left(e^{a}-1\right),\qquad \tau=u^{-1/(n-1)} .\tag{23}$$

For $a\ll1$, $e^a-1\simeq a$ and $u\simeq u_0+(n-1)GBt$, which is (8). The two creep rates are equal at the stress $\tau_x$ given by $B\tau_x^n=C\tau_x$, and $a=1$ at the time $t_x$:

$$\tau_x=\left(\frac CB\right)^{1/(n-1)},\qquad t_x=\frac{1}{(n-1)GC}.\tag{24}$$

For $a\gg1$ the constant $-B/C$ is negligible. Since $B/C=\tau_x^{1-n}$,

$$\tau\to\tau_Le^{-GCt},\qquad \tau_L=\left(\tau_0^{1-n}+\tau_x^{1-n}\right)^{-1/(n-1)} .\tag{25}$$

The last stage is exponential. The log-log slope is close to the algebraic value $-1/(n-1)$ in the window $t_c/(n-1)\ll t\ll t_x$. The ratio of its ends is

$$\frac{t_x}{t_c/(n-1)}=\frac{GB\tau_0^{n-1}}{GC}=\left(\frac{\tau_0}{\tau_x}\right)^{n-1},\tag{26}$$

so a wide window requires $(\tau_0/\tau_x)^{n-1}\gg1$. The larger $n$ is, the smaller the stress ratio that suffices.

## 7. A tin-silver-copper joint at 373 K

The following are rough round values for a lead-free ball joint: $G=15$ GPa, $n=6$, and a creep rate of $10^{-5}\ \mathrm{s^{-1}}$ at 10 MPa. The temperature is 0.76 of a rough melting temperature of 490 K, so creep is to be expected. Let $\tau_0=20$ MPa. Then

$$B=\frac{10^{-5}}{10^6}=10^{-11}\ \mathrm{MPa^{-6}\,s^{-1}},\qquad B\tau_0^6=2^6\times10^{-5}=6.4\times10^{-4}\ \mathrm{s^{-1}},$$

$$t_c=\frac{\tau_0}{G\,B\tau_0^6}=\frac{20}{15000\times6.4\times10^{-4}}\ \mathrm s=2.08\ \mathrm s .$$

After one hour the bracket in (9) is $1+5\times3600/2.0833\simeq8641$. Its power $-1/5$ is 0.163, and the stress is 3.26 MPa. The pure Norton history is:

| Time (s) | Stress (MPa) |
|---:|---:|
| 1 | 15.7 |
| 10 | 10.5 |
| 60 | 7.39 |
| 600 | 4.67 |
| 3600 | 3.26 |

With linear creep of the same initial rate, and the same $G$ and $\tau_0$, the stress after 10 s would be 0.165 MPa instead of 10.5 MPa. Its halving time would stay at 1.44 s, whereas the first three halvings for $n=6$ take 12.9 s, 413 s and 13,227 s, each 32 times as long as the last.

By (5), the fraction of the initial elastic strain already turned into creep strain is $1-\tau/\tau_0$. It is 77 % after ten minutes and 84 % after an hour. In this model, with the joint strain held fixed, extending a ten-minute hold to an hour adds about 9 % to the creep strain.

Starting stresses of 10, 20 and 40 MPa give 9.86, 15.7 and 16.7 MPa after 1 s. After one hour all three give 3.26 MPa; the lowest start lies less than 0.1 % below the others.

As a test of (9), the creep strain was integrated numerically at fixed total strain for $n=1$, 3 and 6, and the stress was recovered from (5). The relative difference from the formula stayed below $10^{-5}$, up to $6t_c$ for $n=1$ and $10^5t_c$ for the others. Over the last decade of time the log-log slopes were $-0.50$ for $n=3$ and $-0.20$ for $n=6$, as (13) requires.

**When linear creep takes over.** The size of $C$ can be estimated for diffusion along grain boundaries of width $\delta$ and diffusivity $D$. The stress changes the chemical potential of an atom of volume $\Omega$ by about $\tau\Omega$ over a grain size $d$. With $1/\Omega$ atoms per volume and mobility $D/k_BT$, the flux is $D\tau/(k_BTd)$. It passes through an area $\delta d$ and carries a volume $\Omega\delta D\tau/(k_BT)$ per unit time. Spreading this over a grain face $d^2$ and dividing by the length $d$ gives a strain rate, hence

$$C=K\frac{\Omega\,\delta D}{k_BT\,d^3},\tag{27}$$

where $K$ is a geometrical factor, assumed here to be 100. With rough values $\Omega=2.7\times10^{-29}\ \mathrm{m^3}$, $\delta D=10^{-19}\ \mathrm{m^3/s}$ and $d=500$ µm, $C=4.2\times10^{-10}\ \mathrm{MPa^{-1}s^{-1}}$. Equation (24) gives $\tau_x=2.1$ MPa and $t_x=8.8$ h, and the final decay time $1/(GC)$ is 44 h. The window (26) spans a factor of about $8\times10^4$.

Linear creep lowers the one-hour stress by about 1 %, from 3.26 to 3.23 MPa. At 10 h it lowers it from 2.06 to 1.82 MPa, and at 100 h from 1.30 to 0.22 MPa. On this rough estimate of $C$, the pure power law is no guide to the stress after 100 h when the joint strain is held fixed. The conclusion is sensitive to the inputs. The value of $\delta D$ is uncertain by a factor of ten or more and may well be lower: with $\delta D=10^{-20}\ \mathrm{m^3/s}$, $t_x$ becomes 88 h and the stress at 100 h is 1.15 MPa, close to the power law. Particles on the boundaries can also impose a threshold on diffusional creep. If the linear rate is $C(\tau-1\ \mathrm{MPa})$ above 1 MPa and zero below, with the original $C$, the stress at 100 h is 1.04 MPa and the exponential decay to zero does not occur.

The grain size matters greatly, because $C\propto d^{-3}$. With $d=50$ µm and all else fixed, $C$ is 1000 times larger, $\tau_x$ rises by $1000^{1/5}\simeq4$ to about 8 MPa, and $t_x$ falls to about 32 s. On this estimate a fine-grained joint shows little of the algebraic tail.

## 8. The model beside a real joint

Ball joints of this alloy often consist of one or a few large grains, which is why $d$ was set equal to the joint diameter of 500 µm. A joint of a single grain has no inner boundaries, and (27) then does not apply. Creep rates of these joints depend strongly on composition, cooling and age, and a factor of ten in $B$ is a fair allowance. The effects below are introduced one at a time, with the other parameters fixed. Changes are relative to the pure Norton value of 3.26 MPa at one hour.

- **Creep coefficient.** Since $\tau_{\rm tail}\propto(GB)^{-1/5}$, a tenfold larger $B$ lowers the stress by 37 %, and a tenfold smaller one raises it by 58 %.
- **Compliant surroundings.** For $h=400$ µm and a rough assembly stiffness of 2 N/µm per joint, $s=3.7$ and $G_{\rm eff}=3.2$ GPa. The stress rises by 36 %, to 4.44 MPa.
- **Primary creep.** Fresh solder creeps faster than its steady rate. Let the rate be multiplied by $1+3e^{-\gamma_c/0.01}$, with rough constants. The total strain is $1.33\times10^{-3}$, so $\gamma_c$ stays far below 0.01 and the factor remains between 3.6 and 4 throughout. The stress falls by 23 %.
- **Grain orientation.** Tin is elastically anisotropic. Its single-crystal shear modulus runs from roughly 6.5 to 27 GPa at room temperature, depending on plane and direction. As a crude bracket at the same $\tau_0$, doubling $G$, which slightly overshoots this range, lowers the stress by 13 %, and halving it raises the stress by 15 %. Orientation also changes $B$, which is not included in these figures.
- **Temperature.** With a rough activation energy of 60 kJ/mol, a joint 10 K hotter creeps 1.66 times faster. The stress falls by 10 %.
- **Power-law breakdown.** At high stress the creep rate rises faster than a power. Replacing $B\tau^n$ by $B[\sinh(\alpha\tau)/\alpha]^n$, with a rough $\alpha=0.04\ \mathrm{MPa^{-1}}$, raises the initial rate by a factor of 1.87 but lowers the one-hour stress by only 0.6 %.
- **Slow loading.** If the same total strain is applied evenly over 300 s, the stress levels off where the creep rate equals the applied strain rate, at 8.7 MPa, and never comes near 20 MPa. One hour after loading ends it is 0.1 % below the value for sudden loading.

Slow loading changes only the early history, and its small effect on the late stress is the loss of memory found in (16). Power-law breakdown also matters little at one hour, because $\sinh(\alpha\tau)\simeq\alpha\tau$ at the low stresses reached by then. The others change the product $GB$ over the whole hold. The power $-1/5$ weakens their influence on the stress but does not remove it.

Creep strain, which bears on fatigue, changes by only 7 to 11 % at one hour when $B$ changes tenfold at fixed joint strain. The effect of compliant surroundings on it depends on what is held fixed in the comparison. By (20) the creep strain equals $(\tau_0-\tau)/G_{\rm eff}$. After one hour this is $1.1\times10^{-3}$ for rigid surroundings and $4.9\times10^{-3}$ for the compliant assembly at the same $\tau_0$. To reach that $\tau_0$, however, the compliant assembly needs an end displacement $1+s=4.7$ times as large. If this larger displacement were applied with rigid surroundings, the creep strain after one hour would be $U/h-\tau/G=6.0\times10^{-3}$, more than in the compliant assembly, whose surroundings still take up part of the displacement. This rigid case formally starts at 94 MPa, far outside the range of Norton's law; a real joint would flow during loading, so the figure should be read as the total inelastic strain. An estimate of accumulated creep therefore needs the end displacement and the stiffness of the surroundings, not the initial stress alone.

Damage, coarsening of the microstructure, internal back stresses and nonuniform stress near the pads are not included, and their effects have not been sized. A change of temperature during the hold would make $B$ vary with time and add thermal strain, so (9) applies to an isothermal dwell and not to a whole thermal cycle. The numerical output below lists the values used here.

## Computed values

```
Inputs: G = 15 GPa, n = 6, T = 373 K
T / rough melting temperature (490 K) = 0.76
Creep rate at 10 MPa = 1.0e-05 1/s
B = 1.000e-11 MPa^-6/s; starting stress = 20 MPa
Fixed total shear strain = 1.3333e-03
Initial creep rate = 6.400e-04 1/s; t_c = 2.083 s
Pure Norton stress history:
  t =     1 s: 15.658 MPa
  t =    10 s: 10.506 MPa
  t =    60 s: 7.392 MPa
  t =   600 s: 4.670 MPa
  t =  3600 s: 3.264 MPa
  t = 36000 s: 2.059 MPa
Linear creep, same initial rate, 10 s: 0.165 MPa
Successive halving times: 12.92, 413.33, 13226.67 s
Ratio of successive halving times = 32.00
Linear-creep halving time = 1.444 s
Numerical tail slopes: n=3: -0.49999; n=6: -0.20000
n=0.5, same initial rate: zero stress at 4.167 s
Start 10 MPa: 1 s 9.856, 1 h 3.2614 MPa
Start 20 MPa: 1 s 15.658, 1 h 3.2638 MPa
Start 40 MPa: 1 s 16.744, 1 h 3.2638 MPa
Tail formula at 1 h = 3.2638 MPa
Diffusional creep (rough scaling estimate):
  factor K = 100; atomic volume = 2.7e-29 m^3
  delta*D = 1.0e-19 m^3/s; grain = 500 um
  C = 4.194e-10 1/(MPa s); 1/(G C) = 44.15 h
  crossover: 2.111 MPa, 8.83 h
  final exponential amplitude = 2.111 MPa
    1 h: Norton 3.264, with linear 3.227 MPa
   10 h: Norton 2.059, with linear 1.819 MPa
  100 h: Norton 1.299, with linear 0.219 MPa
Other neglected effects, stress after 1 h (change from Norton):
  sinh law, alpha = 0.04 1/MPa: 3.246 MPa (-0.55 %)
  sinh / Norton initial creep rate = 1.872
  primary creep, extra 3x, strain 0.01: 2.515 MPa (-22.94 %)
  300 s ramp: stress at its end = 8.735 MPa
  1 h after ramp: 3.259 MPa (-0.14 %)
  joint h = 400 um, diameter = 500 um
  assembly k = 2.0 N/um: s = 3.682, G_eff = 3.204 GPa
  compliant assembly: 4.444 MPa (+36.16 %)
  Q = 60 kJ/mol, +10 K: creep x1.657
  hotter joint: 2.950 MPa (-9.61 %)
  modulus doubled (grain orientation): 2.841 MPa (-12.94 %)
  B times 10: 2.059 MPa (-36.90 %)
  B divided by 10: 5.172 MPa (+58.46 %)
```
